\section*{How much second-order pair scattering lowers the weak-coupling Néel temperature}

\section*{Question}

On a hypercubic lattice in more than two dimensions the half-filled Hubbard model is unstable to antiferromagnetic order at weak repulsion, and Hartree--Fock (HF) theory, being first order in $U$, might be expected to give the N\'eel temperature correctly as $U\to0$. On the hypercubic lattice in infinite dimensions, how large is the effect of the terms of order $U^2$ on $T_N$, how does it scale with $U$, and which part of the HF result survives?

\section*{Answer}

\subsection*{Model and local Green function}

The algebra is in atomic units, with $\hbar=k_B=1$; numbers are in eV for the round value $t^*=1$ eV. The Hamiltonian is
\begin{equation}
H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+\mathrm{h.c.}\right)+U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right),\qquad t=\frac{t^*}{2\sqrt d},
\end{equation}
which is half filled at zero chemical potential. The band is $\epsilon_k=-2t\sum_{\alpha=1}^d\cos k_\alpha$. Green functions are $G(\tau)=-\langle \mathcal T c(\tau)c^\dagger(0)\rangle=T\sum_\nu e^{-i\nu\tau}G(i\nu)$ with $\nu=(2n+1)\pi T$. $T_N$ is defined as the temperature at which the paramagnet becomes linearly unstable to a staggered magnetization.

For $\nu>0$, $1/(i\nu-\epsilon)=-i\int_0^\infty ds\,e^{-\nu s-i\epsilon s}$. The average over $k$ factorizes, with $\langle e^{iz\cos k}\rangle=J_0(z)$, $\langle e^{ik}e^{iz\cos k}\rangle=iJ_1(z)$ and $z=2ts=t^*s/\sqrt d$:
\begin{equation}
G_{00}=-i\int_0^\infty ds\,e^{-\nu s}J_0(z)^d,\qquad G_{01}=\int_0^\infty ds\,e^{-\nu s}J_1(z)J_0(z)^{d-1}.
\end{equation}
For $d\to\infty$, $J_0^d\approx(1-z^2/4)^d\to e^{-t^{*2}s^2/4}$. This is the Fourier transform of the density of states, so $\rho(\epsilon)=\rho_0e^{-\epsilon^2/t^{*2}}$ with $\rho_0=1/(\sqrt\pi t^*)$. Completing the square in $s$ gives $G_{00}=-ig(\nu)$ with
\begin{equation}
g(\nu)=\frac{\sqrt\pi}{t^*}e^{\nu^2/t^{*2}}\operatorname{erfc}\frac{\nu}{t^*}=\int d\epsilon\,\rho(\epsilon)\frac{\nu}{\nu^2+\epsilon^2},\qquad g(0^+)=\pi\rho_0 .
\end{equation}
The second form is $-\operatorname{Im}\int\rho/(i\nu-\epsilon)$; it continues $g$ as an odd function of $\nu$. With $J_1\approx z/2$ and one integration by parts, $G_{01}=(1-\nu g)/(\sqrt d\,t^*)$. Both limits were tested against the Bessel integrals at $d=400$, $\nu=1$ eV: $|G_{00}|=0.75781$ against $0.75787$ eV$^{-1}$, and $\sqrt d\,|G_{01}|=0.24219$ against $0.24213$ eV$^{-1}$.

A displacement of $n$ steps along one axis replaces $J_0(z)$ by $J_n(z)\sim z^n$, so each step of Manhattan distance $R$ brings one more factor $z\propto d^{-1/2}$ and $G_{0R}\sim d^{-R/2}$. A cut that separates two vertices of a closed skeleton diagram crosses an even number of lines, by particle conservation, and not two, by the skeleton property. It crosses at least four, so after one line is opened to form $\Sigma$, two vertices remain joined by three independent paths. Their factor $d^{-3R/2}$ beats the number of sites at distance $R$, which is of order $d^R$. The self-energy at $d=\infty$ is therefore local and built from local $G$.

\subsection*{Staggered response and the Hartree--Fock temperature}

In the paramagnet particle-hole symmetry makes $\Sigma(i\nu)$ imaginary and odd, so $\zeta=i\nu-\Sigma=ix(\nu)$ with real odd $x$. Add a small staggered part, $+\sigma\phi(\nu)$ on sublattice A and $-\sigma\phi(\nu)$ on B. The hopping connects A with B, so for spin up
\begin{equation}
G_{A\uparrow}=\int d\epsilon\,\rho\begin{pmatrix}\zeta-\phi&-\epsilon\\-\epsilon&\zeta+\phi\end{pmatrix}^{-1}_{11}=\int d\epsilon\,\rho\,\frac{\zeta+\phi}{\zeta^2-\phi^2-\epsilon^2}.
\end{equation}
The term linear in $\phi$ comes from the numerator. With $\zeta=ix$ and the second form of $g$,
\begin{equation}
\delta G_{A\uparrow}(i\nu)=-\chi(\nu)\phi(\nu),\qquad \chi(\nu)=\int d\epsilon\frac{\rho(\epsilon)}{x^2+\epsilon^2}=\frac{g(x)}{x},\qquad \delta G_{A\downarrow}=-\delta G_{A\uparrow}.
\end{equation}
A finite difference of the inverted matrix at $x=0.3$ eV gives $-4.340144$ eV$^{-2}$ against $-g/x=-4.340145$ eV$^{-2}$.

In HF, $\Sigma_\uparrow=U(\langle n_\downarrow\rangle-\frac12)$ and $x=\nu$. Then $\phi=U\delta n_\downarrow=-UT\sum_\nu\delta G_\uparrow$, $\phi$ is constant, and the instability is at
\begin{equation}
\frac1U=X(T),\qquad X(T)=T\sum_\nu\chi(\nu).
\end{equation}
Split the sum at $\nu_c=2\pi TN$ with $T\ll\nu_c\ll t^*$. Below $\nu_c$, $\chi\approx\pi\rho_0/|\nu|$, and with harmonic numbers $H_N\approx\ln N+\gamma$,
\begin{equation}
X_<=\rho_0\sum_{n=0}^{N-1}\frac{1}{n+\frac12}=\rho_0(2H_{2N}-H_N)\approx\rho_0\left[\ln\frac{\nu_c}{2\pi T}+2\ln2+\gamma\right].
\end{equation}
Above $\nu_c$ the sum is an integral, $2T\sum_{\nu>\nu_c}\to\pi^{-1}\int_{\nu_c}^\infty d\nu$. With $y=\epsilon/t^*$, $y_c=\nu_c/t^*$, the $\nu$ integral and an integration by parts give
\begin{align}
X_>&=\frac{2\rho_0}{\pi}\int_0^\infty\frac{dy}{y}e^{-y^2}\arctan\frac{y}{y_c}\nonumber\\
&=\frac{2\rho_0}{\pi}\int_0^\infty dy\ln y\left[2ye^{-y^2}\arctan\frac{y}{y_c}-e^{-y^2}\frac{y_c}{y^2+y_c^2}\right].
\end{align}
For $y_c\to0$ the arctangent in the first term is $\pi/2$, and $\int2y\,e^{-y^2}\ln y\,dy=\frac12\int e^{-u}\ln u\,du=-\gamma/2$. In the second term $e^{-y^2}\to1$, and the integral is $-\frac\pi2\ln y_c$ because $\int_0^\infty\ln v\,dv/(1+v^2)$ vanishes under $v\to1/v$. So $X_>=\rho_0[\ln(t^*/\nu_c)-\gamma/2]$, the cut $\nu_c$ cancels, and
\begin{equation}
X=\rho_0\ln\frac{2e^{\gamma/2}t^*}{\pi T},\qquad T_{\rm HF}=\frac{2e^{\gamma/2}}{\pi}t^*e^{-1/U\rho_0}=0.8496\,t^*e^{-1/U\rho_0}.
\label{hf}
\end{equation}

Equation \eqref{hf} shows why a small correction to $U$ matters. If $U$ is replaced by $U-bU^2$, then $1/U$ becomes $1/U+b+O(U)$, and $T$ is multiplied by $e^{-b/\rho_0}$, a factor that does not approach one as $U\to0$. The task is to find $b$.

\subsection*{The vertex at order $U^2$}

The commutator of $c_\uparrow$ with the interaction is $U(n_\downarrow-\frac12)c_\uparrow$. Applying the equation of motion at both ends of $G_\uparrow$ gives, besides Hartree terms, $-U^2\langle\mathcal T\,\delta n_\downarrow(\tau)c_\uparrow(\tau)\,\delta n_\downarrow(0)c^\dagger_\uparrow(0)\rangle$ with $\delta n=n-\langle n\rangle$. At lowest order the spins factorize, and Wick's theorem gives, for $\tau>0$, $\langle\delta n(\tau)\delta n(0)\rangle=\langle c^\dagger(\tau)c(0)\rangle\langle c(\tau)c^\dagger(0)\rangle=-G(-\tau)G(\tau)$. Hence
\begin{equation}
\Sigma^{(2)}_\uparrow(\tau)=-U^2G_\uparrow(\tau)G_\downarrow(\tau)G_\downarrow(-\tau),
\end{equation}
read as a skeleton diagram with the full local $G$. Vary it about the paramagnet with $\delta G_\downarrow=-\delta G_\uparrow$:
\begin{equation}
\delta\Sigma^{(2)}_\uparrow=-U^2\left[\delta G_\uparrow(\tau)G(\tau)G(-\tau)-G(\tau)\delta G_\uparrow(\tau)G(-\tau)-G(\tau)^2\delta G_\uparrow(-\tau)\right].
\end{equation}
The first two terms contain the particle-hole product $G(\tau)G(-\tau)$ and cancel. The third contains the particle-particle product $G(\tau)^2$. Its three frequencies obey $\nu_1+\nu_2-\nu'=\nu$, so with the Hartree term
\begin{align}
\delta\Sigma_\uparrow(i\nu)&=-T\sum_{\nu'}\left[U-U^2\Pi(\nu+\nu')\right]\delta G_\uparrow(i\nu')+O(U^3),\label{vertex}\\
\Pi(\Omega)&=T\sum_{\nu_1}G(i\nu_1)G(i\Omega-i\nu_1).
\end{align}
At half filling $G(i\nu)G(-i\nu)=g^2$, so $\Pi(0)>0$ and the repulsion is weakened: an up and a down electron on the same site scatter into other states and avoid each other, which lowers the repulsion felt in the magnetic channel.

At particle-hole symmetry $G(-\tau)=-G(\tau)$, and the local particle-particle and particle-hole bubbles have the same value. The channel was therefore tested away from that symmetry, where \eqref{vertex} still holds, by exact diagonalization of an impurity (level $0.6$ eV, interaction $Un_\uparrow n_\downarrow$) with two bath levels ($0.9$ and $-0.3$ eV, couplings $0.5$ and $0.4$ eV) at $1/T=4$ eV$^{-1}$ in a small field on the impurity. Relative to the exact beyond-Hartree part of $\delta\Sigma_\uparrow$ at the three lowest frequencies, \eqref{vertex} is off by $0.0056$ at $U=0.02$ eV and $0.0028$ at $U=0.01$ eV, halving with $U$ as an $O(U^3)$ remainder should. If the term $G(\tau)^2\delta G_\uparrow(-\tau)$ is replaced by a particle-hole form, the error at $U=0.01$ eV is $0.93$ for $-G(\tau)G(-\tau)\delta G_\uparrow(\tau)$ and $0.56$ for $-G(\tau)G(-\tau)\delta G_\uparrow(-\tau)$, and it does not shrink with $U$.

Setting $\delta\Sigma_{A\uparrow}=\phi$ gives the linear gap equation. The leading solution is even in $\nu$, as the constant HF solution is, so $\Pi(\nu+\nu')$ may be symmetrized:
\begin{equation}
\phi(\nu)=T\sum_{\nu'}\left[U-\tfrac{U^2}{2}\big(\Pi(\nu+\nu')+\Pi(\nu-\nu')\big)\right]\chi(\nu')\phi(\nu').
\label{gap}
\end{equation}

\subsection*{Bubble and self-energy at low temperature}

At $T=0$ and $\tau>0$, $G(\tau)=-\int_0^\infty d\epsilon\,\rho\,e^{-\epsilon\tau}$, and $G$ is odd in $\tau$. The product of two Laplace transforms is the transform of a convolution, $G^2=\int_0^\infty d\omega\,A_2(\omega)e^{-\omega|\tau|}$ with $A_2(\omega)=\int_0^\omega\rho(\epsilon)\rho(\omega-\epsilon)d\epsilon\ge0$. Fourier transformation gives
\begin{equation}
\Pi(\Omega)=2\int_0^\infty d\omega\,A_2(\omega)\frac{\omega}{\omega^2+\Omega^2}.
\end{equation}
$\Pi$ decreases with $|\Omega|$. With $\Pi_0=\Pi(0)$ and $A_2\approx\rho_0^2\omega$ at small $\omega$,
\begin{equation}
\Pi_0-\Pi(\Omega)=2\int_0^\infty d\omega\frac{A_2}{\omega}\frac{\Omega^2}{\omega^2+\Omega^2}\approx\pi\rho_0^2|\Omega|\qquad(|\Omega|\ll t^*).
\label{cusp}
\end{equation}
At finite $T$ the sum $2T\sum_{\nu>0}g^2$ is the midpoint rule, with step $h=2\pi T$, for $\pi^{-1}\int_0^\infty g^2d\nu$. Its leading error is $(h^2/24\pi)\,\partial_\nu g^2|_{0^+}$, negative and of order $T^2$. The test finds $-3.708\times10^{-4}$ eV$^{-1}$ at $T=0.01$ eV and $-9.278\times10^{-5}$ eV$^{-1}$ at half that temperature, a ratio of four. Since $T_N$ is exponentially small in $1/U$, such terms drop out of an expansion in powers of $U$.

The paramagnetic self-energy is $\Sigma(\tau)=U^2G(\tau)^3$ for $\tau>0$ and is odd, so $\Sigma(i\nu)=-2iU^2\int_0^\infty\sin(\nu\tau)|G|^3d\tau$. Then $x=\nu[1+U^2s(\nu)]$ with $s_0=s(0)=2\int_0^\infty\tau|G|^3d\tau$, which converges because $|G|\approx\rho_0/\tau$ at large $\tau$. Numerically $s_0=0.2301$ eV$^{-2}$.

\subsection*{Counting powers of $U$}

Near the transition $X\sim1/U$ is large. Take first $x=\nu$, and write the kernel of \eqref{gap} as $U_s+U^2\Delta(\nu,\nu')$ with $U_s=U-U^2\Pi_0$ and $\Delta=\Pi_0-\frac12[\Pi(\nu+\nu')+\Pi(\nu-\nu')]\ge0$. With $r_\nu=\sqrt{T\chi(\nu)}$ and $\psi=r\phi$, \eqref{gap} states that the symmetric matrix $r_\nu(U_s+U^2\Delta)r_{\nu'}$ has eigenvalue $\lambda=1$. The static part has rank one, with eigenvector $r/\sqrt X$ and eigenvalue $U_sX$. First-order perturbation theory adds $U^2S/X$, where $S=T^2\sum_{\nu\nu'}\chi\chi'\Delta$. Write $\Delta(\nu,\nu')=\Delta(\nu,0)+\Delta(0,\nu')+R$. By \eqref{cusp}, $\Delta(\nu,0)\approx\pi\rho_0^2|\nu|$ cancels the $1/|\nu|$ of $\chi$, so
\begin{equation}
a=T\sum_\nu\chi(\nu)\left[\Pi_0-\Pi(\nu)\right]>0
\end{equation}
has a finite limit at $T\to0$. For two small frequencies $\Delta\approx\pi\rho_0^2\max(|\nu|,|\nu'|)$, so $R\approx-\pi\rho_0^2\min(|\nu|,|\nu'|)$, and $\iint\min(\nu,\nu')\,d\nu\,d\nu'/\nu\nu'$ converges at the origin. Thus $S=2aX+O(1)$. The remainder contributes $U^2/X\sim U^3$ to $\lambda$, and the second-order term is of size $U^4X\sim U^3$. Setting $\lambda=U_sX+2aU^2+O(U^3)=1$,
\begin{equation}
X=\frac{1-2aU^2}{U-U^2\Pi_0}=\frac1U+\Pi_0+U\left(\Pi_0^2-2a\right)+O(U^2).
\end{equation}
The self-energy changes the small-frequency form of $\chi$ to $\pi\rho_0/[|\nu|(1+U^2s_0)]$, so the logarithmic part of $X$ is multiplied by the quasiparticle weight $Z=1/(1+U^2s_0)$, while the non-logarithmic part changes by $O(U^2)$. Compensating this requires an extra $U^2s_0X\approx Us_0$ in the bare $X$. With $X=\rho_0\ln(\text{const}/T)$,
\begin{equation}
\ln\frac{T_N}{T_{\rm HF}}=-\frac{\Pi_0}{\rho_0}+\frac{U}{\rho_0}\left(2a-\Pi_0^2-s_0+c_3\right)+O(U^2).
\label{main}
\end{equation}
Here $c_3U^3$ is the static third-order irreducible vertex, since $1/(U+c_3U^3)=1/U-c_3U+\dots$. It is a frequency integral over local Green functions, which are bounded by $\pi\rho_0$ at small $\nu$, unlike $\chi$, so $c_3$ carries no logarithm. This is power counting order by order in $U$; $c_3$ is not evaluated here, and convergence of the series is not shown. On that basis
\begin{equation}
\lim_{U\to0}\frac{T_N}{T_{\rm HF}}=q=e^{-\Pi_0/\rho_0}.
\end{equation}

\subsection*{The value of $q$}

Insert the second form of $g$ in $\Pi_0=\pi^{-1}\int_0^\infty g^2d\nu$. For $\epsilon,\epsilon'>0$, partial fractions give
\begin{equation}
\int_0^\infty\!\frac{\nu^2\,d\nu}{(\nu^2+\epsilon^2)(\nu^2+\epsilon'^2)}=\frac{1}{\epsilon^2-\epsilon'^2}\,\frac\pi2(\epsilon-\epsilon')=\frac{\pi}{2(\epsilon+\epsilon')}.
\end{equation}
The four quadrants contribute equally for even $\rho$, so $\Pi_0=2\int_0^\infty\!\!\int_0^\infty\rho\rho'/(\epsilon+\epsilon')$. For the Gaussian, set $\epsilon=t^*u\cos\theta$, $\epsilon'=t^*u\sin\theta$ and use $\cos\theta+\sin\theta=\sqrt2\cos(\theta-\pi/4)$:
\begin{equation}
\Pi_0=2\rho_0^2t^*\int_0^\infty du\,e^{-u^2}\int_{-\pi/4}^{\pi/4}\frac{d\vartheta}{\sqrt2\cos\vartheta}=2\rho_0^2t^*\cdot\frac{\sqrt\pi}{2}\cdot\sqrt2\ln(1+\sqrt2),
\end{equation}
since $\int_0^{\pi/4}\sec\vartheta\,d\vartheta=\ln(\sqrt2+1)$. With $\rho_0t^*\sqrt\pi=1$,
\begin{equation}
\frac{\Pi_0}{\rho_0}=\sqrt2\ln(1+\sqrt2)=1.24645,\qquad q=(1+\sqrt2)^{-\sqrt2}=0.2875.
\end{equation}
To two figures this is $0.29$. Three quadratures (frequency integral, double energy integral, spectral form) give $\Pi_0=0.7032344$ eV$^{-1}$. The asymptotic law is $T_N=0.2443\,t^*e^{-1/U\rho_0}$: HF overestimates $T_N$ by a factor $3.48$ however small $U$ is. What HF retains is the exponent, since $\ln(T_N/t^*)/\ln(T_{\rm HF}/t^*)=1+U\Pi_0+O(U^2)\to1$.

The factor depends on the density of states. On the Bethe lattice of infinite connectivity, with a semi-elliptic band of half width $D$, the local function obeys $G=1/(i\nu-D^2G/4)$, that is $g(\nu+D^2g/4)=1$, with root $g=2(\sqrt{\nu^2+D^2}-\nu)/D^2$ and $\rho_0=g(0)/\pi=2/\pi D$. Linearizing $G_A=1/(i\nu-\phi-D^2G_B/4)$ with $\delta G_B=-\delta G_A$ gives $\delta G_A=-g^2\phi/(1-D^2g^2/4)=-(g/\nu)\phi$, so $\chi$ has the same form as before and $\ln q=-\Pi_0/\rho_0$ carries over. Setting $\nu=D\sinh u$ gives $g=2e^{-u}/D$ and
\begin{equation}
\Pi_0=\frac{4}{\pi D}\int_0^\infty e^{-2u}\cosh u\,du=\frac{4}{\pi D}\cdot\frac12\left(1+\frac13\right)=\frac{8}{3\pi D},
\end{equation}
so $\Pi_0/\rho_0=4/3$ and $q=0.2636$. The double energy integral over the semi-ellipse confirms the ratio $4/3$.

\subsection*{Direct solution of the gap equation}

Equation \eqref{gap} was solved as an eigenvalue problem with the full frequency dependence, using the $T=0$ functions $\Pi(\Omega)$ and $s(\nu)$ built from the free $G$, once with $x=\nu$ and once with the self-energy.
\begin{center}
\begin{tabular}{cccc}
$U$ (eV) & $T_{\rm HF}$ (eV) & $\ln(T/T_{\rm HF})$, vertex & vertex and $\Sigma$\\
0.05 & $3.42\times10^{-16}$ & $-1.2125$ & $-1.2333$\\
0.10 & $1.70\times10^{-8}$ & $-1.1793$ & $-1.2217$\\
0.15 & $6.27\times10^{-6}$ & $-1.1470$ & $-1.2118$\\
0.20 & $1.20\times10^{-4}$ & $-1.1157$ & $-1.2038$
\end{tabular}
\end{center}
While $T_{\rm HF}$ changes by more than eleven orders of magnitude, the last column moves by $0.03$. A cubic extrapolation to $U=0$ gives $-1.24645$ and $-1.24646$, in agreement with $-\Pi_0/\rho_0$. The difference of the two columns divided by $U$ extrapolates to $-0.4077$ eV$^{-1}$, against $-s_0/\rho_0=-0.4078$ eV$^{-1}$. The ratio of the logarithms of $T$ and $T_{\rm HF}$, both in eV, falls from $1.133$ at $U=0.20$ eV to $1.035$ at $U=0.05$ eV.

In both columns of the table the limit is approached from above, although two of the linear terms in \eqref{main} are negative. In the vertex column the slope is about $(1.24645-1.21247)/0.05=0.68$ eV$^{-1}$, while $-\Pi_0^2/\rho_0=-0.70323\times1.24645=-0.88$ eV$^{-1}$. The remaining term at this order, $2a/\rho_0$, is positive and, inferred from this difference, near $1.6$ eV$^{-1}$. It is large because the bubble falls quickly, from $0.703$ eV$^{-1}$ at $\Omega=0$ to $0.369$ eV$^{-1}$ at $0.5$ eV, so electrons at frequencies comparable to $t^*$ feel a less screened repulsion. These slopes belong to the second-order truncation; the slope for the model itself also contains $c_3$.

\subsection*{Worked example}

Take the model parameters $t^*=1$ eV and $U=0.3$ eV. Then $U\rho_0=0.3\times0.56419=0.16926$, $1/U\rho_0=5.908$ and $e^{-5.908}=2.717\times10^{-3}$, so
\begin{align*}
T_{\rm HF}&=0.84961\times2.7171\times10^{-3}\ \text{eV}=2.3085\times10^{-3}\ \text{eV}\quad(26.8\ \text{K}),\\
qT_{\rm HF}&=0.2875\times2.309\times10^{-3}\ \text{eV}=6.64\times10^{-4}\ \text{eV}\quad(7.7\ \text{K}).
\end{align*}
Solving $1/U=X(T)$ by quadrature, in the form $X=\int\rho\tanh(\epsilon/2T)\,d\epsilon/2\epsilon$ obtained by summing over $\nu$ first, gives the same $T_{\rm HF}$ to these digits. The vertex is reduced by the fraction $U\Pi_0=0.211$, to $U_s=0.3\times(1-0.211)=0.2367$ eV, and the quasiparticle weight is $Z=1/(1+0.09\times0.2301)=0.980$. To first order in this reduction the exponent $1/U\rho_0=5.9$ grows by $21\%$, that is by $0.211\times5.908=1.25$, which is the factor $3.5$ in temperature.

The terms linear in $U$ are not individually small at this coupling. Using $U_s$ in \eqref{hf} without expanding gives $T/T_{\rm HF}=\exp[-1.24645/(1-0.211)]=0.206$, and the self-energy multiplies $T$ by $\exp(-0.3\times0.4078)=0.885$. The full second-order equation \eqref{gap} gives instead $T=7.00\times10^{-4}$ eV ($8.1$ K), or $T/T_{\rm HF}=0.303$, which is $5\%$ above $q$, because the frequency dependence outweighs both reductions. This $8.1$ K is not the $d=\infty$ value of $T_N$: the omitted factor $e^{c_3U/\rho_0}$ is of the same order in $U$ as the terms kept. All these values appear in the numerical output below.

\subsection*{Conditions}

The result needs $U\ll t^*$, so that the linear term in \eqref{main} is small. It needs the logarithm in $X$, which comes from $\chi\approx\pi\rho_0/|\nu|$ and hence from the bipartite structure at half filling, with $\rho$ even and $\rho_0$ finite and nonzero. If doping or hopping within a sublattice cuts the logarithm off, or if $\rho$ diverges or vanishes at the band centre, $X$ no longer has the form \eqref{hf} and the relation $\ln q=-\Pi_0/\rho_0$ does not follow. It needs $d=\infty$ for locality: in finite $d$ the products $G_{0R}(\tau)^2$ with $R\neq0$ make the second-order vertex depend on momentum, and the value of $q$ has to be computed anew.

\section*{Computed results}
\begin{verbatim}
d=400, nu=1 eV: |G00| = 0.75781 1/eV (d=inf 0.75787)
d=400: sqrt(d)|G01| = 0.24219 1/eV (d=inf 0.24213)
dG_A/dphi at x=0.3 eV: -4.340144 1/eV^2 (-g/x = -4.340145)
ED impurity: beta=4.0 1/eV, e_d=0.6, bath=(0.9, -0.3), V=(0.5, 0.4) eV
ED rel. error of pp vertex: 0.00557 (U=0.02 eV), 0.00281 (U=0.01 eV)
ED rel. error if ph bubble is used instead: 0.9329 (U=0.01 eV)
rho0 = 0.564190 1/eV ; s0 = 0.230091 1/eV^2 ; s0/rho0 = 0.40783 1/eV
Pi0 = 0.7032344 (Matsubara), 0.7032344 (2D), 0.7032344 (spectral) 1/eV
Pi(0.5 eV) = 0.369130 1/eV
Pi0(T)-Pi0(0): -3.708e-04 (T=0.01 eV), -9.278e-05 (T=0.005 eV) 1/eV
Pi0/rho0 = 1.246450 ; sqrt2 ln(1+sqrt2) = 1.246450 ; q = 0.28752 ; 1/q = 3.4780
HF prefactor = 0.84961 t* ; corrected prefactor = 0.24428 t*
semi-elliptic DOS: Pi0/rho0 = 1.333333 ; q = 0.26360
U (eV), T_HF (eV), ln q vertex only, ln q vertex+Sigma, lnT_N/lnT_HF
  0.05  3.4190e-16  -1.21247  -1.23325  1.0346
  0.10  1.7044e-08  -1.17927  -1.22165  1.0683
  0.15  6.2727e-06  -1.14696  -1.21178  1.1012
  0.20  1.2034e-04  -1.11565  -1.20377  1.1334
U->0 extrapolation: ln q = -1.24645 (vertex), -1.24646 (vertex+Sigma), q = 0.2875
U->0 self-energy shift of ln T_N per U = -0.40771 1/eV
example: t* = 1 eV, U = 0.3 eV, U rho0 = 0.16926, 1/(U rho0) = 5.90818
exp(-1/(U rho0)) = 2.71713e-03
T_HF formula = 2.30851e-03 eV = 26.789 K ; quadrature = 2.30853e-03 eV
U Pi0 = 0.21097 ; U_eff = U - U^2 Pi0 = 0.23671 eV ; Z = 0.97971
q T_HF = 6.63750e-04 eV = 7.702 K
static unexpanded vertex: T/T_HF = 0.20603
self-energy factor exp(-U s0/rho0) = 0.88484
second-order gap equation: T = 6.99691e-04 eV = 8.120 K ; T/T_HF = 0.30309
\end{verbatim}
